# Delay from 50 to 99 percent switching: exponential versus Lorentzian log-times: a numerical check

```python
"""Delay from 50 to 99 percent switching at constant field.
Result under test, with x = log10(t/t50):
  single exponential p = 1 - exp(-t/tau):      x99 = log10(ln 100 / ln 2)
  sharp steps, Lorentzian density of log10 t0: x99 = w * tan(0.49 pi)
p: switched share; t0: switching time of one region;
w: half-width at half-maximum of the Lorentzian, in decades.
Device inputs are rough typical values for a hafnium-zirconium oxide film.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.stats import norm


def lorentz(z, width):
    return width / np.pi / (z * z + width * width)


def upper_tail(x, width):
    return quad(lorentz, x, np.inf, args=(width,), epsabs=1e-12)[0]


def step_share(x, width):
    return 0.5 + np.arctan(x / width) / np.pi


# ---------- inputs ----------
w = 0.5                    # decades
t50 = 1e-7                 # s
thickness_nm = 10.0
field = 2.0                # MV/cm
charge = 40.0              # uC/cm2, switched charge density
side_um = 20.0             # edge of the square capacitor
resistance = 50.0          # ohm
permittivity = 30.0        # relative
leakage = 0.1              # uC/(s cm2), equal to 1e-7 A/cm2
attempt = 1e-13            # s
T_room, T_hot = 300.0, 358.0
bd_time, bd_field, bd_slope = 1.0, 4.0, 3.0  # s, MV/cm, decades per MV/cm

# ---------- single exponential ----------
tau = t50 / np.log(2)
t99_exp = tau * np.log(100)
x99_exp = np.log10(np.log(100) / np.log(2))
delay_exp = t99_exp - t50
ev50 = lambda s, p: p[0] - 0.50
ev99 = lambda s, p: p[0] - 0.99
sol = solve_ivp(lambda s, p: 1 - p, (0, 8), [0.0], events=[ev50, ev99],
                rtol=1e-10, atol=1e-12, max_step=0.05)
s50, s99 = sol.t_events[0][0], sol.t_events[1][0]
assert abs(np.log10(s99 / s50) - x99_exp) < 1e-6
assert abs((s99 - s50) * tau / delay_exp - 1) < 1e-6

# ---------- sharp steps with Lorentzian log-times ----------
x99_lor = w * np.tan(0.49 * np.pi)
t99_lor = t50 * 10 ** x99_lor
delay_lor = t99_lor - t50
x99_num = brentq(lambda x: upper_tail(x, w) - 0.01, 1, 100)
assert abs(x99_num - x99_lor) < 1e-5
assert abs(upper_tail(0.0, w) - 0.5) < 1e-8
h = 1e-4
slope = lambda x: (step_share(x + h, w) - step_share(x - h, w)) / (2 * h)
assert abs(slope(w) / slope(0.0) - 0.5) < 1e-6
share_at_exp99 = step_share(x99_exp, w)
assert abs(1 - upper_tail(x99_exp, w) - share_at_exp99) < 1e-8
tail_estimate = 100 * w / np.pi
assert abs(tail_estimate / x99_num - 1) < 1e-3

# ---------- width that gives equal delays ----------
w_equal = x99_exp / np.tan(0.49 * np.pi)
assert abs(upper_tail(x99_exp, w_equal) - 0.01) < 1e-7

# ---------- Gaussian of the same half-width ----------
sigma = w / np.sqrt(2 * np.log(2))
x99_gauss = sigma * norm.ppf(0.99)
bell = lambda z: 2.0 ** (-(z / w) ** 2)
bell_tail = quad(bell, x99_gauss, 12)[0] / (2 * quad(bell, 0, 12)[0])
assert abs(bell_tail - 0.01) < 1e-7
assert x99_gauss < 0.1 * x99_lor

# ---------- tails cut at the distance of the attempt time ----------
cut = np.log10(t50 / attempt)
x99_cut = w * np.tan(0.98 * np.arctan(cut / w))
cut_tail = (quad(lorentz, x99_cut, cut, args=(w,))[0]
            / (2 * quad(lorentz, 0, cut, args=(w,))[0]))
assert abs(cut_tail - 0.01) < 1e-7
too_fast = upper_tail(cut, w)


# ---------- exponential instead of sharp local switching ----------
def unswitched_soft(x):
    f = lambda z: lorentz(z, w) * np.exp(-np.power(10.0, x - z))
    return (quad(f, x - 3, x + 3, epsabs=1e-11, limit=200)[0]
            + quad(f, x + 3, np.inf, epsabs=1e-11, limit=200)[0])


soft50 = brentq(lambda x: unswitched_soft(x) - 0.50, -2, 2)
soft99 = brentq(lambda x: unswitched_soft(x) - 0.01, 10, 20)
mean_shift = -np.euler_gamma / np.log(10)
variance = np.pi ** 2 / 6 / np.log(10) ** 2
# neglected third-cumulant term is of order 0.001 decade
assert abs(soft99 - x99_lor - mean_shift - variance / x99_lor) < 3e-3
assert abs(soft99 - soft50 - x99_lor) < 0.2

# ---------- temperature of use, fixed barriers and attempt time ----------
kB = const.k / const.e     # eV/K
ratio_T = T_room / T_hot
t50_hot = attempt * 10 ** (ratio_T * cut)
x99_hot = ratio_T * x99_lor
t99_hot = t50_hot * 10 ** x99_hot
U50 = kB * T_room * np.log(t50 / attempt)
U99 = kB * T_room * np.log(t99_lor / attempt)
U_width = kB * T_room * np.log(10) * w
U_reached = kB * T_hot * np.log(t99_hot / attempt)
hot_tail = quad(lambda U: lorentz(U - U50, U_width), U_reached, np.inf)[0]
assert abs(hot_tail - 0.01) < 1e-7

# ---------- circuit, leakage, breakdown ----------
voltage = field * 1e8 * thickness_nm * 1e-9
area_cm2 = (side_um * 1e-4) ** 2
capacitance = (const.epsilon_0 * permittivity * area_cm2 * 1e-4
               / (thickness_nm * 1e-9))
rc_ns = resistance * capacitance * 1e9
supply_ns = charge * 1e-6 * area_cm2 * resistance / voltage * 1e9
leak_time = 0.01 * charge / leakage
t_bd = bd_time * 10 ** (bd_slope * (bd_field - field))
share_bd = step_share(np.log10(t_bd / t50), w)


def show(label, value, unit, fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


print("INPUTS (rough typical or chosen values)")
show("Lorentzian half-width w", w, "decade")
show("median switching time t50", t50 * 1e9, "ns")
show("film thickness", thickness_nm, "nm")
show("applied field", field, "MV/cm")
show("applied voltage", voltage, "V")
show("switched charge density", charge, "uC/cm2")
show("capacitor edge", side_um, "um")
show("series resistance", resistance, "ohm")
show("relative permittivity", permittivity, "")
show("leakage current density", leakage * 1e-6, "A/cm2")
show("attempt time", attempt, "s")
print("SINGLE EXPONENTIAL")
show("tau", tau * 1e9, "ns")
show("t99/t50", 10 ** x99_exp, "")
show("log10(t99/t50)", x99_exp, "decade")
show("t99", t99_exp * 1e9, "ns")
show("delay t99-t50", delay_exp * 1e9, "ns")
print("SHARP STEPS, LORENTZIAN")
show("tan(0.49 pi)", np.tan(0.49 * np.pi), "", ".5g")
show("log10(t99/t50), formula", x99_lor, "decade", ".5g")
show("log10(t99/t50), quadrature", x99_num, "decade", ".5g")
show("tail estimate 100 w/pi", tail_estimate, "decade", ".5g")
show("delay t99-t50", delay_lor, "s", ".3g")
show("the same delay", delay_lor / const.Julian_year, "years", ".3g")
show("delay ratio, Lorentzian/exponential", delay_lor / delay_exp, "", ".3g")
show("share switched at exponential t99", 100 * share_at_exp99, "%")
show("log10(t99/t50) if 0.5 is full width", x99_lor / 2, "decade")
show("half-width for equal delays", w_equal, "decade", ".3g")
print("ROLE OF THE TAILS")
show("Gaussian, same half-width, log10(t99/t50)", x99_gauss, "decade", ".3g")
show("Gaussian t99", t50 * 10 ** x99_gauss * 1e9, "ns", ".3g")
show("cut distance from median", cut, "decade")
show("Lorentzian share faster than attempt time", 100 * too_fast, "%", ".3g")
show("cut Lorentzian, log10(t99/t50)", x99_cut, "decade", ".3g")
show("cut Lorentzian t99", t50 * 10 ** x99_cut * 1e3, "ms", ".3g")
print("OTHER NEGLECTED EFFECTS")
show("soft switching, shift of log10 t50", soft50, "decade", ".3g")
show("soft switching, shift of log10 t99", soft99 - x99_lor, "decade", ".3g")
show("soft switching, log10(t99/t50)", soft99 - soft50, "decade")
show("median barrier at 300 K", U50, "eV", ".3g")
show("barrier at the 99 % point", U99, "eV", ".3g")
show("t50 at 358 K", t50_hot * 1e9, "ns", ".3g")
show("log10(t99/t50) at 358 K", x99_hot, "decade")
show("t99 at 358 K", t99_hot, "s", ".3g")
show("RC time", rc_ns, "ns", ".2g")
show("least time to supply switched charge", supply_ns, "ns", ".2g")
show("time to leak 1 % of switched charge", leak_time, "s", ".2g")
print(f"breakdown law: {bd_time:g} s at {bd_field:g} MV/cm, "
      f"{bd_slope:g} decades per MV/cm")
show("breakdown time at applied field", t_bd, "s", ".2g")
show("Lorentzian share switched by then", 100 * share_bd, "%")
print("success")
```

Printed output:

```
INPUTS (rough typical or chosen values)
Lorentzian half-width w: 0.5 decade
median switching time t50: 100 ns
film thickness: 10 nm
applied field: 2 MV/cm
applied voltage: 2 V
switched charge density: 40 uC/cm2
capacitor edge: 20 um
series resistance: 50 ohm
relative permittivity: 30
leakage current density: 1e-07 A/cm2
attempt time: 1e-13 s
SINGLE EXPONENTIAL
tau: 144.3 ns
t99/t50: 6.644
log10(t99/t50): 0.8224 decade
t99: 664.4 ns
delay t99-t50: 564.4 ns
SHARP STEPS, LORENTZIAN
tan(0.49 pi): 31.821
log10(t99/t50), formula: 15.91 decade
log10(t99/t50), quadrature: 15.91 decade
tail estimate 100 w/pi: 15.915 decade
delay t99-t50: 8.13e+08 s
the same delay: 25.8 years
delay ratio, Lorentzian/exponential: 1.44e+15
share switched at exponential t99: 82.61 %
log10(t99/t50) if 0.5 is full width: 7.955 decade
half-width for equal delays: 0.0258 decade
ROLE OF THE TAILS
Gaussian, same half-width, log10(t99/t50): 0.988 decade
Gaussian t99: 973 ns
cut distance from median: 6 decade
Lorentzian share faster than attempt time: 2.65 %
cut Lorentzian, log10(t99/t50): 4.41 decade
cut Lorentzian t99: 2.57 ms
OTHER NEGLECTED EFFECTS
soft switching, shift of log10 t50: -0.205 decade
soft switching, shift of log10 t99: -0.232 decade
soft switching, log10(t99/t50): 15.88 decade
median barrier at 300 K: 0.357 eV
barrier at the 99 % point: 1.3 eV
t50 at 358 K: 10.7 ns
log10(t99/t50) at 358 K: 13.33 decade
t99 at 358 K: 2.29e+05 s
RC time: 0.53 ns
least time to supply switched charge: 4 ns
time to leak 1 % of switched charge: 4 s
breakdown law: 1 s at 4 MV/cm, 3 decades per MV/cm
breakdown time at applied field: 1e+06 s
Lorentzian share switched by then: 98.78 %
success
```
